# Why circular spin waves across the magnetization have one-sided stray fields

**Question.** A thin magnetic film is magnetized in its plane, and a spin wave travels through it at right angles to the magnetization. If the spins precess on circles, why does the wave's dipolar field appear on one face of the film and not on the other, and why does reversing the wave exchange the faces? How nearly does a real wave, whose precession is elliptical, follow this rule?

**Answer.**

## The mechanism: two sets of magnetic charge

Let $z$ be the film normal and let the equilibrium magnetization be $pM_s\hat x$, with $p=\pm1$. The small transverse part $(m_y,m_z)$ varies as $e^{i(ky-\omega t)}$ with $\omega>0$; physical quantities are real parts. The direction of travel is $s=\mathrm{sign}\,k$.

The sense of precession comes from the torque law

$$\frac{d\mathbf M}{dt}=-\gamma\mu_0\,\mathbf M\times\mathbf H,\qquad \gamma>0 .$$

It turns $\mathbf M$ right-handedly about the field, and hence about its own equilibrium direction. For $p=+1$ and a circular orbit, $m_y\propto\cos\omega t$ and $m_z\propto\sin\omega t$ at a fixed point, which in complex form is $m_z=im_y$. For either sign of $p$,

$$m_z=ip\,m_y .$$

The travel direction does not enter this relation. It enters the pattern in space. Take $p=+1$, $k>0$ and freeze the wave at $t=0$:

$$m_y=m\cos ky,\qquad m_z=-m\sin ky .$$

The in-plane component produces a volume charge $-\partial_y m_y=mk\sin ky$. The normal component produces a surface charge $+m_z=-m\sin ky$ on the top face and $-m_z=+m\sin ky$ on the bottom face. An observer above is closer to the top face, whose charge is opposite to the volume charge, so the two contributions oppose each other. An observer below is closer to the bottom face, whose charge has the same sign as the volume charge, so they add.

The cancellation is complete because of how a periodic charge pattern decays. Its potential falls as $e^{-|k|\times\text{distance}}$. In a slice of thickness $\delta$, the two opposite surface charges therefore leave a net effect proportional to

$$-m\left(e^{k\delta/2}-e^{-k\delta/2}\right)\sin ky\simeq-mk\delta\sin ky$$

above the slice. The volume charge per unit area is $+mk\delta\sin ky$, and the sum vanishes.

If the wave is reversed, the snapshot becomes $m_y=m\cos|k|y$, $m_z=+m\sin|k|y$. The volume charge is still $m|k|\sin|k|y$, but the surface charges have changed sign, so the field now appears above. The spins turn in time as before; their winding along $y$ has reversed.

## The formula for any thickness profile

Retardation is neglected, so $\mathbf H=-\nabla\psi$, and $\nabla\cdot(\mathbf H+\mathbf M)=0$ gives

$$\left(\partial_z^2-k^2\right)\psi=ik\,m_y+\partial_z m_z .$$

The decaying solution for a unit source at $z'$ is

$$g=-\frac{e^{-|k||z-z'|}}{2|k|},$$

since its slope jumps from $-\tfrac12$ to $+\tfrac12$ there. Hence $\psi=\int g\,(ikm_y+\partial_{z'}m_z)\,dz'$, where the jumps of $m_z$ at the faces are the surface charges. Integration by parts moves the derivative onto $g$ with a minus sign; no boundary term remains because $m_z=0$ outside the film.

Let $\sigma=+1$ denote a point above the film and $\sigma=-1$ a point below. There $\partial_{z'}g=\sigma|k|g$, so

$$\psi=\int g\,(ikm_y-\sigma|k|m_z)\,dz'
=-\frac12\int e^{-|k||z-z'|}\,(is\,m_y-\sigma m_z)\,dz' .$$

Inserting $m_z=ip\,m_y$ turns the bracket into

$$i(s-\sigma p)\,m_y .$$

It is zero at every depth when $\sigma=sp$, whatever the thickness profile. On the other side, $\sigma=-sp$, it is $2is\,m_y$. Since $\hat k\times\hat M=sp\,\hat y\times\hat x=-sp\,\hat z$, the field lies on the side to which $\hat k\times\hat M$ points. Reversing either the wave or the magnetization exchanges the sides; reversing both does not. (A special profile could also make the remaining integral vanish.)

A direct sum of line-dipole fields tests this without using $g$. For a circular wave with a random complex thickness profile and all four sign combinations of $k$ and $M$, the largest ratio of dark-side to lit-side field was $3\times10^{-10}$.

Outside the film $\psi\propto e^{-\sigma|k|z}$, so $H_y=-ik\psi$ and $H_z=\sigma|k|\psi$. Their ratio is $H_z/H_y=i\sigma s$, which equals $-ip$ on the lit side. The stray field there rotates in the sense opposite to the magnetization.

For a profile uniform across the thickness $d$, the integral at height $h$ from either face is $e^{-|k|h}(1-e^{-|k|d})/|k|$. Each field component then has amplitude

$$|H|=\tfrac12\left(1-e^{-|k|d}\right)e^{-|k|h}\,|is\,m_y-\sigma m_z| .$$

For an elliptical orbit, $m_z=ip\,\varepsilon m_y$ with $\varepsilon>0$, the last factor is $|1-\varepsilon||m_y|$ on the weak side and $(1+\varepsilon)|m_y|$ on the strong side:

$$\frac{H_{\rm weak}}{H_{\rm strong}}=\frac{|1-\varepsilon|}{1+\varepsilon}.$$

## How circular is the wave?

The wave's own dipolar field deforms the orbit. For a uniform profile define $G(z)=\int g\,dz'$ over the film. The component $m_y$ gives $H_y=k^2Gm_y$. Averaging over the thickness gives $-Pm_y$, with

$$P=1-\frac{1-e^{-|k|d}}{|k|d}.$$

The component $m_z$ gives $\psi=m_z\partial_zG$, because $\partial_{z'}g=-\partial_zg$. Since $\partial_z^2G=1+k^2G$ inside the film, $H_z=-(1+k^2G)m_z$, with average $-(1-P)m_z$. The cross terms are proportional to $\partial_zG$, which is odd in $z$, and average to zero.

Exchange adds a field $-l^2k^2\mathbf m$, where $l^2=2A/(\mu_0M_s^2)$ and $A$ is the exchange constant. The bias field is $pH_0\hat x$. With $a=H_0/M_s+l^2k^2$, the torque law to first order in $\mathbf m$ reads

$$\dot m_y=-p\gamma\mu_0M_s\,S_z m_z,\qquad \dot m_z=p\gamma\mu_0M_s\,S_y m_y,$$

$$S_y=a+P,\qquad S_z=a+1-P .$$

Replacing each time derivative by $-i\omega$ and multiplying the two equations gives the frequency; the first equation then gives the orbit:

$$\omega=\gamma\mu_0M_s\sqrt{S_yS_z},\qquad m_z=ip\,\varepsilon m_y,\qquad \varepsilon=\sqrt{S_y/S_z}.$$

When exchange dominates, $a\gg1$, the expansion $\varepsilon\simeq1-(1-2P)/(2a)$ gives a field ratio of about $|1-2P|/(4a)$ for a uniform profile; when the ratio is this small, slight variations of the orbit through the thickness can change it severalfold. Short waves therefore approach the one-sided ideal. Long waves in a thin film have small $P$, and the face charges flatten the orbit: $S_z$ exceeds $S_y$ by nearly one. Unless the bias field is much larger than $M_s$, which would make $a$ large again, such waves have appreciable field on both sides.

Two other properties are not needed for the effect. The profile above is uniform, so the wave need not be concentrated at one face. The frequency depends on $|k|$, so opposite waves need not differ in frequency.

The angle of travel does matter. If $\mathbf k$ makes an angle $\phi$ with $M$, only $k_y=|k|\sin\phi$ produces volume charge. For circular precession with $p=+1$ the bracket becomes $i(\sin\phi-\sigma)m_y$, and the ratio is

$$\frac{1-\sin\phi}{1+\sin\phi}.$$

It reaches one for travel along the magnetization, where both sides are equal. A point-dipole sum gave 0.3337 at $30^\circ$, against 0.3333 from this formula.

## A 100 nm wave in a 10 nm film

Take $M_s=140$ kA/m, $A=4$ pJ/m, $d=10$ nm and a bias of 50 mT. Then $H_0/M_s=0.2842$, $l^2k^2=1.2823$ and $|k|d=0.6283$, so $P=0.2575$ and

$$S_y=0.2842+1.2823+0.2575=1.8240,$$

$$S_z=0.2842+1.2823+0.7425=2.3090,$$

$$\varepsilon=\sqrt{1.8240/2.3090}=0.889 .$$

With $\gamma\mu_0M_s/2\pi=4.930$ GHz the frequency is $4.930\sqrt{1.8240\times2.3090}=10.12$ GHz.

For an in-plane cone angle of $1^\circ$, $\mu_0m_y=3.070$ mT. At 20 nm from the strong face,

$$B=\tfrac12(1-e^{-0.6283})\,e^{-1.257}\times1.889\times3.070\ \text{mT}=0.385\ \text{mT}.$$

On the weak side the factor 1.889 is replaced by 0.111, which gives 0.023 mT. For $k$ along $+y$ and $M$ along $+x$, the strong side is below. A calculation that resolves the film into 24 layers, with the surface spins free to precess, lets the orbit vary with depth and gives a ratio of 0.0595; the uniform-profile formula gives 0.0589. A sensor above the film would thus see a field about 17 times larger from the reversed wave at the same cone angle.

With film and bias held fixed, the layered ratio changes with wavelength as follows:

| Wavelength (nm) | $\varepsilon$ | Weak/strong |
|---:|---:|---:|
| 3000 | 0.482 | 0.350 |
| 300 | 0.628 | 0.228 |
| 100 | 0.889 | 0.060 |
| 50 | 0.988 | 0.0075 |

At 50 nm the formula gives 0.0059, about a fifth below the layered value. The formula assumes a profile uniform through the thickness; the layered calculation does not. Over this range shorter waves are more one-sided, but at fixed height their field also decays faster, as $e^{-|k|h}$. Below 50 nm the ratio does not fall steadily: it almost vanishes near 33 nm, rises to about 0.0010 near 23 nm, and then falls again.

## Beside a real film

The parameters are rough values for thin yttrium iron garnet at room temperature. A thickness of 10 nm is at the thin end for this material, and the $1^\circ$ cone is a chosen drive level. The surface spins are assumed free. Strong pinning of both transverse components at both faces would bend the profile across the thickness; the added exchange stiffness would make the orbit rounder and lower the ratio to about 0.004. A surface anisotropy about the film normal acts on $m_z$ alone: if it opposes the normal it flattens the orbit instead, and 0.04 mJ/m² on each face already raises the ratio to 0.12. Anisotropy has also been left out, although strain and growth can favour or oppose the film normal. A perpendicular easy axis of 50 mT lowers $S_z$, makes this orbit rounder and reduces the ratio from 0.060 to 0.027. A hard axis of the same strength raises it to 0.088. Lowering $M_s$ by 10% and $A$ by 19%, as a model of a warmer film, changes it only to 0.059, because this choice keeps $l$ fixed and the two changes nearly cancel: the lower $M_s$ alone gives 0.051 and the lower $A$ alone gives 0.068.

A Gilbert damping of $10^{-3}$ shifts the ratio by about $3\times10^{-8}$ at fixed real $k$, but limits the amplitude decay length to about 20 µm. Retardation is negligible, with $\omega/(c|k|)\approx3\times10^{-6}$. At 300 K the mode has a thermal occupation of about 600, and thermal waves run both ways, so a measurement would find a fluctuating background on both faces. The remaining values are in the numerical output.

## Computed results

```
Ms = 140 kA/m, A = 4.0 pJ/m, bias = 50 mT
thickness = 10 nm, wavelength = 100 nm
read height = 20 nm, in-plane cone angle = 1.0 deg
mu0*Ms = 175.9 mT, gamma*mu0*Ms/2pi = 4.930 GHz
exchange length l = 18.02 nm
k = 0.06283 rad/nm, k*d = 0.6283, P = 0.2575
H0/Ms = 0.2842, l^2 k^2 = 1.2823
stiffness in plane = 1.8240, along normal = 2.3090 (units of Ms)
ellipticity |mz/my|, thin-film formula = 0.8888
ellipticity |mz/my|, layered film = 0.8888
frequency, layered film = 10.116 GHz
frequency, thin-film formula = 10.118 GHz
in-plane amplitude mu0*my = 3.070 mT
k along +y, M along +x: field above = 0.0229 mT
k along +y, M along +x: field below = 0.3849 mT
weak/strong field = 0.0595, squared = 3.55e-03
circular wave, random profile: largest dark/lit = 3.1e-10
wavelength nm | frequency GHz | ellipticity | weak/strong layered | thin film
  3000 |    3.029 | 0.4818 | 0.3497 | 0.3497
  1000 |    3.176 | 0.5088 | 0.3256 | 0.3256
   300 |    4.116 | 0.6282 | 0.2285 | 0.2283
   100 |   10.116 | 0.8888 | 0.0595 | 0.0589
    50 |   29.149 | 0.9884 | 0.0075 | 0.0059
angle of k to M, deg | weak/strong from dipole sum | formula (circular)
  30 | 0.3337 | 0.3333
  60 | 0.0722 | 0.0718
  90 | 0.0004 | 0.0000
no-exchange surface wave at kd=1: layered 0.76233, Damon-Eshbach 0.76233 (units gamma*mu0*Ms)
12 to 24 layers: shift of weak/strong = 3.7e-07
12 to 24 layers: shift of frequency = -1.3e-03 MHz
damping 1e-03: shift of weak/strong = 2.9e-08
group velocity = 1285 m/s, amplitude decay length = 20.1 um
perpendicular easy axis, 50 mT: weak/strong = 0.0268
perpendicular hard axis, 50 mT: weak/strong = 0.0884
warm film, Ms times 0.9: weak/strong = 0.0586
k misaligned by 10 deg, circular wave: weak/strong = 0.0077
retardation, omega/(c k) = 3.4e-06
thermal occupation of this mode at 300 K = 617
```
